# Frequency Dependence of the Mean Kerr Birefringence of Dilute Polar Molecules

Dilute axial molecules with a permanent dipole $\mu$ along their axis, placed in a weak field $E(t)=E_0\cos\omega t$, acquire a birefringence whose average over a cycle is

$$
\overline{\Delta n}=\frac{2\pi N\,\Delta\alpha_o}{n}\left[\frac{\beta^2\mu^2E_0^2}{30}\,\frac{1}{1+\omega^2\tau^2}+\frac{\beta\,\Delta\alpha\,E_0^2}{30}\right].
\tag{1}
$$

The dipole part falls with frequency as $1/(1+\omega^2\tau^2)$, and the part due to the rigid anisotropic polarizability does not depend on frequency. Here $\beta=1/kT$, $N$ is the number density and $n$ the mean refractive index. The polarizability along the axis minus that across it is $\Delta\alpha$ for the driving field and $\Delta\alpha_o$ for the light. The time $\tau$ is the relaxation time of the mean dipole. Atomic units are used in the algebra, so $4\pi\varepsilon_0=1$.

The result rests on four assumptions. The molecules rotate independently, by diffusion without inertia. The polarizability is rigid, meaning that the induced dipole follows the field without delay. The field is weak enough for terms beyond $E_0^2$ to be dropped. Finally, $E$ is the field that acts on a molecule; its relation to the applied field is taken up with the numbers.

The birefringence measures molecular alignment. Let $\mathbf u$ be the unit vector along a molecular axis, $\theta$ its angle to the field direction $z$, and $x=\cos\theta$. The optical polarizability tensor is $\alpha_\perp\delta_{ij}+\Delta\alpha_o u_iu_j$. All azimuths about the field are equally likely, so $\langle u_z^2\rangle=\langle x^2\rangle$ and $\langle u_x^2\rangle=\langle 1-x^2\rangle/2$. The mean polarizabilities along and across the field therefore differ by

$$
\Delta\alpha_o\left\langle x^2-\frac{1-x^2}{2}\right\rangle=\Delta\alpha_o\langle P_2\rangle,\qquad P_2=\frac{3x^2-1}{2}.
$$

In a dilute solution, with the optical local field left aside, the squared index changes by $4\pi N$ times the change of polarizability. Hence

$$
n_\parallel^2-n_\perp^2=(n_\parallel-n_\perp)(n_\parallel+n_\perp)\simeq 2n\,\Delta n=4\pi N\Delta\alpha_o\langle P_2\rangle ,
$$

which gives $\Delta n=2\pi N\Delta\alpha_o\langle P_2\rangle/n$. What remains is to find the cycle average of $\langle P_2\rangle$.

The orientational energy of a molecule, without its isotropic part, is

$$
U=-\mu E x-\tfrac12\Delta\alpha\,E^2x^2 .
$$

The factor $\tfrac12$ belongs to an induced dipole, which grows with the field that creates it. Let $W(x,t)$ be the distribution of $x$, with $\int_{-1}^{1}W\,dx=1$. Diffusion with constant $D$, together with drift in the torque $-\partial U/\partial\theta$, gives the current $J=-D(\partial_\theta W+\beta W\partial_\theta U)$. Conservation of probability on the sphere reads $\partial_tW=-(1/\sin\theta)\,\partial_\theta(\sin\theta\,J)$. Since $\partial_\theta=-\sin\theta\,\partial_x$, this becomes the Smoluchowski equation

$$
\frac{\partial W}{\partial t}=D\frac{\partial}{\partial x}\left[(1-x^2)\left(\frac{\partial W}{\partial x}+\beta W\frac{\partial U}{\partial x}\right)\right].
\tag{2}
$$

Multiply (2) by a polynomial $f(x)$ and integrate by parts. The boundary term vanishes because $1-x^2=0$ at both ends. A second integration by parts of the diffusion term, with the same vanishing factor, and the insertion of $-\partial_xU=\mu E+\Delta\alpha E^2x$ give

$$
\frac{d\langle f\rangle}{dt}=D\left\langle\frac{d}{dx}\big[(1-x^2)f'\big]\right\rangle+D\beta\left\langle(1-x^2)f'\,(\mu E+\Delta\alpha E^2x)\right\rangle .
\tag{3}
$$

Take first $f=P_1=x$. The diffusion term is $-2D\langle P_1\rangle$. To first order in the field, the driving term may be averaged over the isotropic distribution $W=\tfrac12$, for which $\langle1-x^2\rangle_0=\tfrac23$. The term in $E^2$ contains $\langle x(1-x^2)\rangle_0=0$ and so contributes only at higher order. With

$$
\tau=\frac{1}{2D},
$$

the equation for the mean orientation is

$$
\frac{d\langle P_1\rangle}{dt}+\frac{\langle P_1\rangle}{\tau}=\frac{\beta\mu E}{3\tau}.
\tag{4}
$$

Writing $E=\mathrm{Re}\,E_0e^{i\omega t}$ and discarding the transient, one finds

$$
\langle P_1\rangle=\frac{\beta\mu E_0}{3}\,\mathrm{Re}\,\frac{e^{i\omega t}}{1+i\omega\tau}
=\frac{\beta\mu E_0}{3}\,\frac{\cos\omega t+\omega\tau\sin\omega t}{1+\omega^2\tau^2}.
\tag{5}
$$

Now take $f=P_2$, so that $f'=3x$. The diffusion term follows from $[3x(1-x^2)]'=3-9x^2=-6P_2$. The driving term is

$$
3D\beta\left[\mu E\langle x-x^3\rangle+\Delta\alpha E^2\langle x^2-x^4\rangle\right].
$$

In its first part, $x^3=(2P_3+3P_1)/5$ gives $x-x^3=\tfrac25(P_1-P_3)$. This part already carries one factor of $E$, so its average is needed to first order. At that order $\langle P_3\rangle$ is not driven. Its source in (3) is proportional to

$$
\int_{-1}^{1}(1-x^2)P_3'\,dx=-\int_{-1}^{1}x\,\big[(1-x^2)P_3'\big]'dx=12\int_{-1}^{1}xP_3\,dx=0,
$$

where Legendre's equation $[(1-x^2)P_3']'=-12P_3$ has been used. The second part already carries $E^2$, so the isotropic average $\langle x^2-x^4\rangle_0=\tfrac13-\tfrac15=\tfrac2{15}$ suffices. Collecting the factors,

$$
\frac{d\langle P_2\rangle}{dt}=-6D\langle P_2\rangle+\frac65D\beta\mu\,E\langle P_1\rangle+\frac25D\beta\,\Delta\alpha\,E^2 .
\tag{6}
$$

The two mechanisms enter this equation differently. A permanent dipole produces alignment in two stages: the field first creates a net orientation $\langle P_1\rangle$, and then acts on it. The induced dipole needs no earlier orientation, because it reverses with the field and its torque keeps its sign.

In the periodic steady state, the derivative on the left of (6) has zero average over a cycle. Division by $6D$ then gives

$$
\overline{\langle P_2\rangle}=\frac{\beta\mu}{5}\,\overline{E\langle P_1\rangle}+\frac{\beta\Delta\alpha}{15}\,\overline{E^2}.
\tag{7}
$$

With (5) and the averages $\overline{\cos^2\omega t}=\tfrac12$ and $\overline{\sin\omega t\cos\omega t}=0$,

$$
\overline{E\langle P_1\rangle}=\frac{\beta\mu E_0^2}{6(1+\omega^2\tau^2)},\qquad \overline{E^2}=\frac{E_0^2}{2}.
$$

Inserted in (7), these give the two terms in the bracket of (1), since $\tfrac15\cdot\tfrac16=\tfrac1{15}\cdot\tfrac12=\tfrac1{30}$. Only the component of $\langle P_1\rangle$ in phase with the field survives the average, and this component carries the Debye factor. The mean of $E^2$ contains no frequency.

The alignment lost by the dipole part is tied to absorption. The field delivers to the permanent dipole of each molecule the mean power $\mathcal P=\mu\,\overline{E\,d\langle P_1\rangle/dt}$. Multiplying (4) by $\mu\tau E$ and averaging gives

$$
\tau\mathcal P=\frac{\beta\mu^2E_0^2}{6}-\mu\,\overline{E\langle P_1\rangle}
=\frac{\beta\mu^2E_0^2}{6}\,\frac{\omega^2\tau^2}{1+\omega^2\tau^2}.
\tag{8}
$$

As the in-phase response disappears, the absorbed power rises to a plateau in this model without inertia.

The slow-field limit can be checked without any dynamics. In a static field, the Boltzmann distribution to second order is proportional to $1+\beta\mu Ex+\tfrac12(\beta^2\mu^2+\beta\Delta\alpha)E^2x^2$. The isotropic averages of $P_2$ and $xP_2$ vanish, and that of $x^2P_2$ is $\tfrac2{15}$. Therefore

$$
\langle P_2\rangle_{\rm static}=\frac{(\beta^2\mu^2+\beta\Delta\alpha)E^2}{15}.
$$

Replacing $E^2$ by its mean $E_0^2/2$ reproduces (1) at $\omega\tau\ll1$. At $\omega\tau\gg1$ the dipole part falls as $1/\omega^2$ and leaves the polarizability plateau.

The constancy of the polarizability part holds for the mean alone. The birefringence also oscillates at $2\omega$. From (5), the oscillating part of $E\langle P_1\rangle$ is $(\beta\mu E_0^2/6)\,\mathrm{Re}[e^{2i\omega t}/(1+i\omega\tau)]$, and that of $E^2$ is $(E_0^2/2)\,\mathrm{Re}\,e^{2i\omega t}$. Equation (6) multiplies a source at $2\omega$ by $1/(6D+2i\omega)$, and $6D=3/\tau$, so

$$
\langle P_2\rangle_{2\omega}=\mathrm{Re}\left\{\frac{e^{2i\omega t}}{1+\tfrac23i\omega\tau}\left[\frac{\beta^2\mu^2E_0^2}{30(1+i\omega\tau)}+\frac{\beta\Delta\alpha E_0^2}{30}\right]\right\}.
\tag{9}
$$

Both contributions fade here. For the polarizability alone, the ratio of the oscillation amplitude to the mean is $1/\sqrt{1+4\omega^2\tau^2/9}$. The molecules become too slow to follow the ripple of $E^2$, but they still respond to its steady part.

Two relaxation times must be kept apart. After the field is switched off, (6) gives $\langle P_2\rangle\propto e^{-6Dt}$, so the birefringence decays with time $\tau/3$. The Debye factor in the mean contains $\tau$ itself, because the delay arises in the first stage, the response of $\langle P_1\rangle$.

The two terms of (1) are equal in magnitude when $\beta\mu^2/(1+\omega^2\tau^2)=|\Delta\alpha|$, that is, at

$$
\omega_c\tau=\sqrt{\frac{\beta\mu^2}{|\Delta\alpha|}-1},
\tag{10}
$$

provided that $\beta\mu^2>|\Delta\alpha|$. If $\Delta\alpha>0$, the dipole part dominates below $\omega_c$ and the polarizability part above it. If $\Delta\alpha<0$, so that the molecule is more polarizable across its dipole axis, the two torques compete. The mean birefringence then vanishes at $\omega_c$ and changes sign there.

For a numerical case, take a rod-like molecule in dilute solution in a nonpolar liquid, with $\mu=1.0\ e\,\text{Å}$, $\Delta\alpha=\Delta\alpha_o=20\ \text{Å}^3$ (as polarizability volumes) and $\tau=0.30$ ns. The temperature is 300 K, so $kT=0.02585$ eV. The density is $0.050\ \text{nm}^{-3}$, the index is 1.50, and the acting field has amplitude 0.10 MV/cm, which is $10^{-3}$ V/Å. The two dimensionless strengths are

$$
\xi=\beta\mu E_0=\frac{10^{-3}}{0.02585}=0.0387,\qquad \kappa=\beta\Delta\alpha E_0^2=5.37\times10^{-5}.
$$

Both are small, as the expansion requires. The optical prefactor is $2\pi(5\times10^{-5})(20)/1.5=4.19\times10^{-3}$, with the density in $\text{Å}^{-3}$. In the slow-field limit the two parts are

$$
4.19\times10^{-3}\,\frac{\xi^2}{30}=2.09\times10^{-7},\qquad
4.19\times10^{-3}\,\frac{\kappa}{30}=7.5\times10^{-9}.
$$

Their sum, $2.16\times10^{-7}$, produces a mean optical retardation of 4.3 mrad over a 2 mm path at 633 nm.

The ratio of the parts is $\xi^2/\kappa=27.85$, so (10) gives $\omega_c\tau=\sqrt{26.85}=5.18$. The crossover frequency is 2.7 GHz, equivalent to a quantum of $1.1\times10^{-5}$ eV, far below $kT$. The plateau is approached slowly: at $\omega\tau=10$ the total is still 28% above it, and at $\omega\tau=30$ it is 3% above.

These predictions were tested against a numerical solution of (2) on an angular grid, with several time harmonics and no expansion in Legendre polynomials. At $\omega\tau=1$ the grid gives a mean birefringence of $111.94\times10^{-9}$, against $111.96\times10^{-9}$ from (1). The difference is smaller than the relative shift of 0.04% found on refining the grid from 100 to 200 cells. At $\omega\tau=3$ the dipole part has fallen to 0.100 of its slow-field value, as the factor with $\tau$ requires; a factor with $\tau/3$ would give 0.5. For the polarizability alone, the $2\omega$ amplitude divided by the mean is 0.83 at $\omega\tau=1$ and 0.15 at $\omega\tau=10$, in agreement with (9). The full table is in the numerical output.

The parameters are round values chosen to illustrate a polar rod such as a cyanobiphenyl. They are not computed or measured properties of a particular molecule, and a real one is neither perfectly axial nor rigid. The largest corrections to the size of the signal come from the surrounding liquid. A Lorentz estimate gives a local-field factor of 1.42, so an acting field of 0.10 MV/cm needs an applied field of 0.071 MV/cm. The optical local field multiplies $\Delta n$ by about 2.0. In this estimate both parts are scaled alike, and the crossover stays where it is. That outcome depends on the spherical cavity of the Lorentz model, and it does not carry over to a rod. As a crude continuum estimate, read $\mu$ and $\Delta\alpha$ as values for the isolated molecule, and place it in a spheroidal cavity with axis ratio 3, an assumed volume of $405\ \text{Å}^3$ and an assumed mean polarizability of $33\ \text{Å}^3$. Relative to the applied field, $\mu^2$ is then multiplied by about 1.35 and $\Delta\alpha$ by about 0.66, instead of 2.0 for both. The ratio of the parts doubles, and the crossover moves to $\omega\tau\simeq7.5$, or about 4 GHz. The solvent's own alignment does move the apparent crossover. With an assumed solvent density of $5.5\ \text{nm}^{-3}$ and anisotropy of $1.5\ \text{Å}^3$, it adds a background 0.62 times the solute's polarizability part. If this background is constant in frequency and is not subtracted, the dipole part equals the combined plateau at $\omega\tau=\sqrt{27.85/1.62-1}\simeq4.0$, or about 2.1 GHz instead of 2.7 GHz. These solvent values describe a weakly anisotropic liquid. In benzene, whose index is close to 1.50, the background would be several times the solute's polarizability part, and the shift would be much larger.

Other omissions matter less for these inputs. A dipole tilted by $10^\circ$ from the axis lowers the static dipole part by 4.5%. The loss grows with frequency if the molecule spins about its axis faster than it tumbles, because the transverse component of the dipole, which opposes the alignment, then relaxes sooner than the axial one. For a rotational diffusion constant about the axis five times that across it, the dipole part is 14% lower at $\omega\tau=5.18$, and the crossover moves to $\omega\tau\simeq4.8$. Assumed axial hyperpolarizabilities of 1500 and $10^5$ atomic units change the static dipole and polarizability parts by about 1.1% and 0.5% respectively. The coupling between solute dipoles at their mean spacing is about $0.012\,kT$. For two molecules side by side at 5 Å, treated as point dipoles, it is about $2kT$, so the estimate assumes that the solute does not associate. At $\omega\tau=1$, saturation lowers the mean by 0.003% at the chosen field and by 0.34% at an acting field of 1 MV/cm. Inertia enters through the time $\tau_I=I/(2\tau kT)$, about 0.05 ps, where $I$ is the moment of inertia. For $\omega\tau\gg1$ and $\omega\tau_I\ll1$, it gives the rocking driven by the field a mean torque, equivalent to an energy $(\tau_I/8\tau)\,\beta\mu^2E_0^2\sin^2\theta$, which favours alignment. This raises the dipole part by a fraction of about $\tfrac12\omega^2\tau\tau_I$, which is 0.2% at the crossover and 7% at $\omega\tau=30$, where that part is already small.

The field must nevertheless be applied in short bursts. By (8), the solute dipoles absorb enough power at the crossover to warm the liquid by 0.11 K in 1 µs, for an assumed heat capacity of $1.5\ \text{J}/(\text{cm}^3\,\text{K})$ and no heat loss. At the same power, a burst of 1 ms would deposit heat for about 110 K, and a calculation at fixed temperature would no longer apply. The applied field is 0.07 of an assumed short-pulse breakdown field of 1 MV/cm, and the 2 mm light path is about 3% of the driving field's wavelength in the liquid at the crossover, so treating the field as uniform along the path is reasonable there. At $\omega\tau=30$ the path is 16% of the wavelength. In a standing wave with its maximum at the middle of the path, the mean of $E^2$ along the path is then 8% below its peak, so a reading of the plateau needs a shorter path or a correction.

Under these conditions, a frequency sweep separates the two mechanisms. After the solvent background is subtracted, the high-frequency plateau is proportional to $\Delta\alpha\,\Delta\alpha_o$, and the part that disappears is proportional to $\beta\mu^2\Delta\alpha_o$. Their ratio gives $\beta\mu^2/\Delta\alpha$ without knowledge of the density, the optical anisotropy or the field amplitude, as long as the local field scales both parts alike and the acting field keeps the same amplitude throughout the sweep. The first condition is not safe for elongated molecules. In the spheroidal-cavity estimate the ratio is changed by a factor of 1.5 to 2.6 for axis ratios from 2 to 4, so the sweep gives $\beta\mu^2/\Delta\alpha$ for the effective values in that solvent and not for the isolated molecule. At a fixed applied field the second condition holds only roughly. For the inputs above, the solute dipoles raise the static permittivity from 2.25 to about 2.5, which makes the acting $E^2$ larger at low frequency than on the plateau, by about 7% in an Onsager estimate and 12% in a Lorentz estimate. The reading fails if $\Delta\alpha$ itself changes within the frequency range, because the plateau is then no longer constant.

## Table of computed values

```
Inputs (round, rough regime of a dilute cyanobiphenyl rod)
temperature 300 K, kT = 0.02585 eV
dipole 1.0 e angstrom, anisotropy 20 angstrom^3
dipole time tau 0.30 ns, Kerr decay tau/3 0.10 ns
acting field amplitude 0.10 MV/cm
density 0.050 nm^-3, refractive index 1.50
light path 2.0 mm, wavelength 633 nm
Intermediate values (dimensionless)
xi = mu E0/kT = 0.03868, xi^2 = 1.4963e-03
kappa = da E0^2/kT = 5.3726e-05
slow-field ratio dipole/induced = 27.85
dn per unit <P2> = 4.1888e-03
Mean birefringence in units of 1e-9
omega*tau  f(GHz)   dipole  induced    total     grid
   0.010   0.0053  208.899    7.502  216.400  216.352
   0.300   0.1592  191.669    7.502  199.171  199.129
   1.000   0.5305  104.460    7.502  111.961  111.944
   3.000   1.5915   20.892    7.502   28.394   28.390
   5.182   2.7490    7.502    7.502   15.003   15.001
  10.000   5.3052    2.069    7.502    9.570    9.569
  30.000  15.9155    0.232    7.502    7.733    7.732
crossover: omega*tau = 5.182, f = 2.749 GHz
crossover quantum h f = 1.137e-05 eV
slow-field mean retardation = 4.296 mrad
grid dipole part at omega*tau=3 over slow value = 0.1000
  law with tau: 0.1000; with tau/3 instead: 0.5000
induced part, 2*omega amplitude/mean at omega*tau=1: 0.8321
induced part, 2*omega amplitude/mean at omega*tau=10: 0.1483
grid shift of mean, 100 to 200 cells: 3.8e-04 (relative)
Neglected effects (assumed rough inputs in brackets)
saturation at 0.1 MV/cm, omega*tau=1: -0.003 %
saturation at 1.0 MV/cm, omega*tau=1: -0.339 %
Lorentz factor 1.417: applied field 0.0706 MV/cm
optical local field multiplies dn by 2.007
applied/breakdown field [1 MV/cm]: 0.071
solvent/solute induced part [5.5 nm^-3, 1.5 angstrom^3]: 0.62
first hyperpol. [1500 au]/dipole part, static: 1.12 %
second hyperpol. [1e+05 au]/induced part, static: 0.52 %
dipole tilt [10 deg] changes static dipole part: -4.52 %
solute dipole coupling/kT at mean spacing: 0.0124
inertial time [250 u, 18 angstrom rod]: 0.0451 ps
omega*inertial time at crossover: 7.8e-04
heating at crossover [1 us burst, 1.5 J/(cm^3 K)]: 0.111 K
light path/field wavelength at crossover: 0.0275
```
